# Nested self-energy chains in Yukawa theory: closed form and factorial growth

Consider a massless fermion $\psi$ and a massless real scalar $\phi$ in four Euclidean dimensions, with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$ and bare action

$$
S=\int d^4x\left[\bar\psi\,\partial\!\!\!/\,\psi+\tfrac12(\partial\phi)^2+g_0\,\phi\bar\psi\psi\right].
$$

The free fermion propagator is $1/(ip\!\!\!/)$. The full inverse propagator of the bare field is written $ip\!\!\!/\,G_B(p^2)$, and that of the renormalized field $ip\!\!\!/\,G(p^2)$, where $G=ZG_B$ and $G(\mu^2)=1$ at the reference momentum $\mu$. Further definitions are

$$
a_0=\frac{g_0^2}{16\pi^2},\qquad x=\frac{p^2}{\mu^2},\qquad L=\ln x,\qquad D=\frac{d}{dL}=x\frac{d}{dx},
$$

and the anomalous dimension is $\gamma=-DG$ at $L=0$.

The Broadhurst-Kreimer equation keeps a one-loop self-energy with a bare scalar line, bare vertices and the full fermion propagator inside the loop. Expanding that inner propagator produces one-loop self-energies nested in one another and strung into chains. Vertex corrections and scalar self-energies are left out, so the results below belong to this truncation and not to the complete Yukawa theory.

The sign of the loop matters. At second order in $-g_0\phi\bar\psi\psi$, the factor $1/2!$ cancels against the two orderings of the vertices, and the fermion fields are contracted between neighbours, which gives no minus sign. The correction to the propagator is therefore $+g_0^2$ times free propagator, loop, free propagator, and the inverse propagator receives minus the loop. Since $1/(ik\!\!\!/\,G_B)=-ik\!\!\!/\,/(k^2G_B)$,

$$
ip\!\!\!/\,G_B(p^2)=ip\!\!\!/+ig_0^2\int\!\frac{d^4k}{(2\pi)^4}\,\frac{k\!\!\!/}{k^2G_B(k^2)\,(p-k)^2}.
$$

Multiplying by $p\!\!\!/$, taking the trace and dividing by the common factors gives

$$
G_B(p^2)=1+g_0^2\int\!\frac{d^4k}{(2\pi)^4}\,\frac{k\cdot p}{p^2k^2G_B(k^2)(p-k)^2}.
$$

For the angular integral let $m$ and $M$ be the smaller and larger of $|k|,|p|$, and $r=m/M$. The generating function of the Chebyshev polynomials $U_n$ gives $(p-k)^{-2}=M^{-2}\sum_n r^nU_n(\cos\theta)$. These polynomials are orthonormal with the measure $(2/\pi)\sin^2\theta\,d\theta$ of the unit sphere in four-dimensional space, and $\cos\theta=U_1/2$. Only $n=1$ contributes:

$$
\left\langle\frac{k\cdot p}{(p-k)^2}\right\rangle=\frac{mM}{M^2}\,\frac r2=\frac{m^2}{2M^2}.
$$

The radial measure is $2\pi^2k^3dk/(2\pi)^4=k^2\,dk^2/(16\pi^2)$. Multiply the equation by $Z$ and replace $1/G_B$ by $Z/G$. The loop then carries $Z^2a_0$, which defines the renormalized coupling $a=Z^2a_0=g^2/(16\pi^2)$; no vertex or scalar factor enters, because those corrections are absent. With a cutoff $X=\Lambda^2/\mu^2$,

$$
G(x)=Z+\frac a2\left[\frac1{x^2}\int_0^x\frac{y\,dy}{G(y)}+\int_x^X\frac{dy}{y\,G(y)}\right].\tag{1}
$$

The first integral comes from loop momenta below $p$, the second from those above. We look for solutions with $G>0$ up to the cutoff.

Differentiating (1), the two boundary terms $\pm1/(xG)$ cancel, and

$$
x^2DG=-a\int_0^x\frac{y\,dy}{G(y)}.\tag{2}
$$

Apply $D$ again. The left side becomes $x^2(D^2+2D)G$ and the right side $-ax^2/G$, so

$$
D(D+2)G=-\frac aG .\tag{3}
$$

The integral equation has become local, but (3) has more solutions than (1), and the infrared behaviour selects among them. By (2) $G$ decreases with $x$, hence $G\ge1$ for $x\le1$. Then the integral in (2) is at most $x^2/2$, so $|DG|\le a/2$ and $G\le1+\tfrac a2\ln(1/x)$. Therefore

$$
x^2G\to0\quad\text{as }x\to0.\tag{4}
$$

This excludes an admixture behaving as $x^{-2}=e^{-2L}$, which the operator $D(D+2)$ alone would permit.

Now change the reference point. If $G(L)$ solves (3) and (4) with coupling $a$, then $G(L+\lambda)/G(\lambda)$ equals one at $L=0$ and solves the same problem with coupling $a/G(\lambda)^2$. The solution for given coupling is unique, as the construction below shows. Its slope at the new reference point is thus given by the same function $\gamma$:

$$
DG=-G\,\gamma(\alpha),\qquad \alpha=\frac a{G^2},\qquad D\alpha=-2\alpha\frac{DG}{G}=2\alpha\gamma(\alpha).
$$

The running coupling $\alpha$ grows with momentum when $\gamma>0$. A second derivative gives

$$
D^2G=-\gamma\,DG-G\gamma'D\alpha=G\left(\gamma^2-2\alpha\gamma\gamma'\right).
$$

Inserting both derivatives in (3), dividing by $G$ and using $a/G^2=\alpha$ yields $\gamma^2-2\alpha\gamma\gamma'-2\gamma=-\alpha$. Written with $a$ as the argument,

$$
2\gamma=a+\gamma^2-2a\gamma\gamma'.\tag{5}
$$

This is the nonlinear differential equation for the anomalous dimension. Its power series is fixed order by order, but a first-order equation also has a free constant. A small change $\delta\gamma$ about $\gamma\simeq a/2$ obeys $2\delta\gamma\simeq-a^2\delta\gamma'$ at leading order, so $\delta\gamma\propto e^{2/a}$ up to powers of $a$. For $a\to0^+$ this explodes. It is the excluded mode $e^{-2L}$ in another guise, because $D\alpha\simeq\alpha^2$ gives $L\simeq-1/\alpha$ up to a constant.

To solve the problem in closed form, use $w=x^2$, for which $D=2w\,d/dw$. With primes denoting $d/dw$,

$$
D(D+2)G=2w\frac{d}{dw}\left(2wG'+2G\right)=4w\,(wG)''.
$$

Let $H=wG$. The right side of (3) is $-a/G=-aw/H$, and a factor $w$ cancels:

$$
H''=-\frac{a}{4H},\qquad H(0)=0,\qquad H(1)=1.\tag{6}
$$

The damping term has disappeared, and (6) is Newton's equation in a logarithmic potential. Its velocity $v=H'$ has a direct meaning:

$$
v=G+wG'=G+\tfrac12DG=G\left(1-\tfrac12\gamma(\alpha)\right).\tag{7}
$$

At $w=1$ this is $v_0=1-\gamma(a)/2$. Multiplying (6) by $2H'$ and integrating gives

$$
v^2+\frac a2\ln H=v_0^2,\qquad H=\exp\left[\frac{2(v_0^2-v^2)}a\right].
$$

As $w\to0$, $H$ rises from zero, so $v\to+\infty$ there, and $v$ decreases afterwards because $H''<0$. From $dv=H''dw$ we have $dw=-(4H/a)\,dv$, and hence

$$
w=\frac4a\,e^{2v_0^2/a}\int_v^\infty e^{-2q^2/a}\,dq .
$$

Put $t=v\sqrt{2/a}$ and $s=v_0\sqrt{2/a}$. The Gaussian integral equals $\sqrt{a/2}\,(\sqrt\pi/2)\,\mathrm{erfc}(t)$, so

$$
w=\sqrt{\frac{2\pi}a}\;e^{s^2}\,\mathrm{erfc}(t).\tag{8}
$$

At the reference point $w=1$ and $t=s$. With $\mathrm{erfcx}(s)=e^{s^2}\mathrm{erfc}(s)$, condition (8) fixes $a$, and $\gamma=2-2v_0=2-s\sqrt{2a}$ gives the anomalous dimension:

$$
a=2\pi\,\mathrm{erfcx}(s)^2,\qquad \gamma=2-2\sqrt\pi\,s\,\mathrm{erfcx}(s).\tag{9}
$$

Since $\mathrm{erfcx}$ falls monotonically from infinity to zero on the real line, each $a>0$ belongs to one $s$, which supplies the uniqueness used above. For large $s$, $\mathrm{erfcx}(s)\simeq(1-1/2s^2)/(\sqrt\pi s)$, so $a\simeq2/s^2$ and $\gamma\simeq1/s^2\simeq a/2$, the one-loop result. At $s=0$ the coupling is $a=2\pi$ and $\gamma=2$.

The momentum dependence follows by dividing (8) by its value at $t=s$, and from $G=H/w$ with $H=e^{s^2-t^2}$:

$$
\frac{p^4}{\mu^4}=\frac{\mathrm{erfc}(t)}{\mathrm{erfc}(s)},\qquad G=\frac{\mathrm{erfcx}(s)}{\mathrm{erfcx}(t)}.\tag{10}
$$

In the deep infrared $t^2\simeq-\ln w=2|L|$ at leading logarithm, and $G\simeq\sqrt\pi\,t\,\mathrm{erfcx}(s)=t\sqrt{a/2}$, so $G^2\simeq a|L|$. The running coupling dies away as $1/|L|$.

The ultraviolet end is different. At $x=X$ the second integral in (1) vanishes, and (2) turns the first into $-\tfrac12DG$. Thus $Z=G+\tfrac12DG$ at the cutoff, which by (7) is $v$ there:

$$
Z=t_\Lambda\sqrt{\frac a2},\qquad a_0=\frac a{Z^2}=\frac2{t_\Lambda^2}.
$$

As the cutoff rises at fixed $a$, $t_\Lambda$ falls. At $\Lambda^4/\mu^4=1/\mathrm{erfc}(s)$ it reaches zero: $Z$ vanishes and the bare coupling diverges. This point lies above $\mu$ only for $s>0$, that is $a<2\pi$; for larger $a$ no cutoff above $\mu$ gives a positive $Z$. Beyond that point $Z$ is negative, so the renormalized field would have a kinetic term of the wrong sign. $G$ itself vanishes for $t\to-\infty$, at $p^4/\mu^4=2/\mathrm{erfc}(s)$, which is the Landau singularity. The cutoff therefore cannot be removed at fixed $a>0$. If instead $a_0$, and with it $t_\Lambda$, is held fixed while $\Lambda\to\infty$, then (10) forces $\mathrm{erfc}(s)\to0$ and $a\to0$: within this truncation the continuum limit is free. The renormalized series is nonetheless well defined, since $\gamma(a)$ does not depend on the cutoff.

For that series put $z=-a/4$ and $\gamma=-2c(z)$. Then $a\,d\gamma/da=z\,d\gamma/dz=-2zc'$, where the prime now means $d/dz$, and the last term of (5) is $-8zcc'$. Dividing (5) by $-4$ gives

$$
c=z-c^2+2zcc'.\tag{11}
$$

With $c\sim\sum_{n\ge1}C_nz^n$, comparing powers gives $C_1=1$ and

$$
C_n=\sum_{k=1}^{n-1}(2k-1)\,C_kC_{n-k},
$$

that is $1,1,4,27,248,2830,\dots$, and

$$
\gamma\sim\sum_{n\ge1}(-1)^{n-1}\frac{2C_n}{4^n}a^n=\frac a2-\frac{a^2}8+\frac{a^3}8-\frac{27a^4}{128}+\frac{31a^5}{64}-\dots
$$

The large-order behaviour is governed by the discontinuity of $c$ across positive $z$, that is, negative $a$. Define $u=-1/(2s^2)$ and

$$
I(u)=\sqrt\pi\,s\,\mathrm{erfcx}(s)\sim\sum_{n\ge0}(2n-1)!!\,u^n .
$$

Equation (9) reads $a=2I^2/s^2=-4uI^2$ and $\gamma=2-2I$, or

$$
z=u\,I(u)^2,\qquad c=I(u)-1.\tag{12}
$$

The expansion of $\mathrm{erfcx}$ holds uniformly in closed sectors inside $|\arg s|<3\pi/4$, which corresponds to $|\arg(-u)|<3\pi/2$ and so reaches past both lips of the cut $u>0$. There $dz/du=1+O(u)$, so for small $|u|$ the map from $u$ to $z$ is one-to-one. Hence $c$ is analytic in some disk $|z|<R$ cut along $0<z<R$, with complex conjugate values on the two lips. Cauchy's formula for this region gives

$$
c(z)=\frac1{2\pi i}\oint_{|\zeta|=R}\frac{c(\zeta)\,d\zeta}{\zeta-z}+\frac1\pi\int_0^R\frac{\mathrm{Im}\,c(\zeta+i0)}{\zeta-z}\,d\zeta ;
$$

a small circle about the origin contributes nothing, because $c$ is bounded there. The discontinuity will turn out exponentially small at $\zeta\to0$, so $1/(\zeta-z)$ may be expanded in $z$ to any finite order:

$$
C_n=\frac1\pi\int_0^R\frac{\mathrm{Im}\,c(\zeta+i0)}{\zeta^{n+1}}\,d\zeta+O(R^{-n}).\tag{13}
$$

The upper lip of $u>0$ is $s=iy$ with $y=1/\sqrt{2u}$. The error function of an imaginary argument is imaginary, so $\mathrm{erfc}(iy)$ has real part one, and

$$
\eta\equiv\mathrm{Im}\,I=\sqrt\pi\,y\,e^{-y^2}=\sqrt{\frac\pi{2u}}\;e^{-1/(2u)} .
$$

What (13) needs is the imaginary part of $c$ at real $z$, not at real $u$. Let $u$ acquire a small imaginary part $\delta$. To first order in the exponentially small quantities, $\mathrm{Im}\,z=0$ requires

$$
I^2\delta+2uI(I'\delta+\eta)=0,\qquad \delta=-\frac{2u\eta}{I+2uI'} ,
$$

with $I'=dI/du$, and therefore

$$
\mathrm{Im}\,c=I'\delta+\eta=\frac{I}{I+2uI'}\,\eta .
$$

Since $dz/du=I(I+2uI')$ and $I^2=z/u$, the fraction equals $d\ln u/d\ln z$. From $u=z/(1+c)^2$ this is $1-2zc'/(1+c)$, and (11) gives $2zc'=1+c-z/c$, so the fraction is $z/[c(1+c)]$. Substituting $1/(2u)=(1+c)^2/(2z)$ in $\eta$ produces a factor $1+c$ that cancels:

$$
\mathrm{Im}\,c(z+i0)\simeq\sqrt{\frac{\pi}{2z}}\;\frac zc\,\exp\left[-\frac{(1+c)^2}{2z}\right],\tag{14}
$$

where $c$ on the right has the real series $\sum C_nz^n$. With $c=z+z^2+4z^3+\dots$,

$$
\frac{(1+c)^2}{2z}=\frac1{2z}+1+\frac{3z}2+5z^2+\dots,\qquad \frac zc=1-z-3z^2+\dots
$$

The constant $1$ in the exponent comes from the cross term $2c$ and supplies a factor $e^{-1}$. The remaining exponential is $1-\tfrac32z-\tfrac{31}8z^2+\dots$, and its product with $z/c$ is $1-\tfrac52z-\tfrac{43}8z^2+\dots$; one order more gives $-\tfrac{579}{16}z^3$.

Each power is now integrated in (13). Extending the upper limit to infinity changes the result by terms that grow no faster than a power $R^{-n}$. With $q=1/(2z)$,

$$
\frac1{\sqrt{2\pi}}\int_0^\infty z^{k-n-3/2}e^{-1/(2z)}dz=\frac{2^{n-k}\,\Gamma(n-k+\frac12)}{\sqrt\pi}=(2n-2k-1)!!,
$$

and the result is

$$
C_n\sim\frac1e\left[(2n-1)!!-\frac52(2n-3)!!-\frac{43}8(2n-5)!!-\dots\right].\tag{15}
$$

The coefficient of $a^n$ in $\gamma$ therefore behaves as

$$
(-1)^{n-1}\frac{2}{e\sqrt\pi}\,\frac{\Gamma(n+\frac12)}{2^n}.
$$

The recurrence for $C_n$ shows how fast (15) sets in. The ratio $e\,C_n/(2n-1)!!$ is $0.8412$ at $n=10$, where (15) with terms through $-\tfrac{579}{16}(2n-7)!!$ gives $0.8443$. At $n=50$ the two are $0.974143$ and $0.974148$.

The factorial in this growth does not come from the number of diagrams. If $N(\xi)$ generates the self-energies in this class, $N=\xi/(1-N)$, whose coefficients are the Catalan numbers $\binom{2n-2}{n-1}/n$. They grow only as $4^n$ up to powers (there are 4862 diagrams at order ten), and no rescaling of the coupling can turn such a power into the factorial growth of $C_n$. The source appears when the loop region $k<p$ is removed from (1). What remains gives $DG=-a/(2G)$, so $G^2=1-aL$ and $\gamma=a/2$ with no further terms. The removed region contains powers of infrared logarithms weighted by $y\,dy=e^{2L}dL$:

$$
\int_{-\infty}^0e^{2L}L^n\,dL=(-1)^n\frac{n!}{2^{n+1}} .
$$

This has the factorial, the factor $2^{-n}$ and the alternating sign of the full answer. The coefficients of the leading logarithms add no further exponential factor: $1/G=(1-aL)^{-1/2}$, where the coefficient of $a^nL^n$ falls only as $n^{-1/2}$. These terms alone give a coefficient of $a^n$ in $\gamma$ of size $\Gamma(n-\frac12)/(\sqrt\pi\,2^n)$, which has the right exponential rate but is one power of $n$ below the full result (about 17% of it at order ten); the power of $n$ and the factor $1/e$ need the subleading logarithms as well. A single chain of one-loop insertions contains $(aL/2)^n$ instead and grows half as fast per order, so the sum over diagrams affects the exponential rate but not the factorial. The growth is an infrared renormalon, and its signs alternate because the coupling decreases towards the infrared.

For $a>0$ the alternation is benign. The function $\gamma(a)$ is analytic for small $|a|$ in a sector of opening greater than $\pi$ about the positive axis, with factorially bounded remainders inherited from $\mathrm{erfcx}$, so the series is Borel summable. The leading singularity of its Borel transform lies at $-2$, on the negative axis. For $a<0$, which would need an imaginary $g$, the integration path meets this singularity, and the two lips of the cut differ by a term of order $e^{-2/|a|}$ up to powers.

Take $a=1$, or $g=4\pi\approx12.57$. Numerical root finding for $\mathrm{erfcx}(s)=1/\sqrt{2\pi}$ gives $s=1.11147$, and

$$
\gamma=2-s\sqrt{2a}=2-1.57186=0.42814,
$$

against $0.5$ at one loop. By (10), $Z$ vanishes for a cutoff at $L=\tfrac12\ln[1/\mathrm{erfc}(s)]=1.0772$, and $G$ vanishes at $L=1.4237$, higher by $\tfrac12\ln2$, where $p^2/\mu^2=4.153$. The leading logarithm $G^2=1-aL$ would put this zero at $L=1$. For a cutoff at $L=0.5$, (10) gives $G=0.7643$ there, $Z=0.5021$ and a bare coupling $a_0=1/0.5021^2\approx3.97$, about four times the renormalized one.

At this coupling the terms of the series soon grow, yet they determine the answer. Dividing the coefficients through order 30 by $n!$, replacing the resulting polynomial by its $[15/15]$ Padé approximant and integrating with weight $e^{-\tau}$ gives $0.42814231$, equal to the closed form in all these digits.

At $a=0.2$ the series is useful as it stands. Successive terms have ratio of magnitude about $na/2$, so the smallest is expected near $n=2/a=10$. It is indeed the tenth, of size $4.0\times10^{-5}$. The sum through order nine is $0.095783$ and the closed form gives $0.095763$. The difference, $2.0\times10^{-5}$, is about half the first omitted term, as expected when an alternating series is cut where neighbouring terms are nearly equal. It is comparable with $e^{-2/a}=4.5\times10^{-5}$, the scale set by the infrared singularity.

Numbers in the example were calculated in double precision.
